# The g tensor of a trigonally distorted d¹ ion: Ti³⁺ in corundum: test program

```python
"""
g values of one d electron in a trigonally distorted octahedron.
Result under test, with x = D/zeta, u = x + 1/2, S = sqrt(u^2 + 2), c = u/S:
  x > 0: g_par = (2+k)c - k,  g_perp = 1 + c - 2k/S
  x < 0: g_par = 2(1-k),      g_perp = 0
D = E(e) - E(a1) inside t2g, zeta = spin-orbit constant (> 0),
k = orbital reduction factor, trigonal axis n = [111].
The magnetic moment operator is k L + 2 s; L = -l inside t2g (l = 1).
A dynamic Jahn-Teller model then shows how g_par grows while g_perp stays 0.
Energies are in cm^-1 unless a ratio is stated.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

# ---------- operators ----------
spin = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]
one_spin = np.eye(2)
axis_n = np.array([1, 1, 1]) / np.sqrt(3)
axis_x = np.array([1, -1, 0]) / np.sqrt(2)
axis_y = np.cross(axis_n, axis_x)


def along(vector_operator, axis):
    return sum(a * op for a, op in zip(axis, vector_operator))


# effective l = 1 in the real basis (yz, zx, xy)
l_eff = [np.zeros((3, 3), complex) for _ in range(3)]
for i, j, m in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    l_eff[i][j, m] = -1j
    l_eff[i][m, j] = 1j

# true L = 2 operators, basis m = 2, 1, 0, -1, -2
m_values = np.arange(2, -3, -1)
raising = np.zeros((5, 5), complex)
for col in range(1, 5):
    m = m_values[col]
    raising[col - 1, col] = np.sqrt(6 - m * (m + 1))
lowering = raising.conj().T
L_d = [(raising + lowering) / 2, (raising - lowering) / 2j,
       np.diag(m_values).astype(complex)]
r2 = np.sqrt(2)
t2g = np.array([[0, 1j, 0, 1j, 0],
                [0, -1, 0, 1, 0],
                [-1j, 0, 0, 0, 1j]]).T / r2
for i in range(3):
    assert np.allclose(t2g.conj().T @ L_d[i] @ t2g, -l_eff[i])


def spin_orbit(orbital):
    return sum(np.kron(o, s) for o, s in zip(orbital, spin))


def moment(orbital, factor, axis):
    dim = orbital[0].shape[0]
    return (factor * np.kron(along(orbital, axis), one_spin)
            + 2 * np.kron(np.eye(dim), along(spin, axis)))


def g_of(doublet, operator):
    values = np.linalg.eigvalsh(doublet.conj().T @ operator @ doublet)
    return values[-1] - values[0]


l_n, l_x, l_y = (along(l_eff, a) for a in (axis_n, axis_x, axis_y))


def h_t2g(zeta, D):
    return D * np.kron(l_n @ l_n, one_spin) - zeta * spin_orbit(l_eff)


def g_t2g(H, k):
    vectors = np.linalg.eigh(H)[1][:, :2]
    return [g_of(vectors, moment(l_eff, -k, a))
            for a in (axis_n, axis_x, axis_y)]


def h_dshell(zeta, D, cubic, mixing):
    projector = t2g @ t2g.conj().T
    if mixing:
        L_n = along(L_d, axis_n)
        trigonal = D / 3 * L_n @ L_n
    else:
        a1 = t2g @ np.ones(3) / np.sqrt(3)
        trigonal = D * (projector - np.outer(a1, a1.conj()))
    orbital = cubic * (np.eye(5) - projector) + trigonal
    return np.kron(orbital, one_spin) + zeta * spin_orbit(L_d)


def formula_g(x, k):
    if x < 0:
        return 2 * (1 - k), 0.0
    u = x + 0.5
    S = np.sqrt(u * u + 2)
    return (2 + k) * u / S - k, 1 + u / S - 2 * k / S


def formula_levels(x):
    u = x + 0.5
    S = np.sqrt(u * u + 2)
    return np.array([x - 0.5, (u - S) / 2, (u + S) / 2])


# ---------- closed formulas against the full d shell ----------
ratios = [-10, -5, -2, -1, -0.2, 0.2, 0.5, 1, 2, 5, 10, 20]
print("Ground doublet g values versus x = D/zeta (dimensionless)")
print("     x  m_j | k=1.0: g_par g_perp | k=0.9: g_par g_perp")
for x in ratios:
    energies, states = np.linalg.eigh(h_dshell(1.0, x, 1e7, False))
    assert np.allclose(energies[:6:2], np.sort(formula_levels(x)), atol=1e-4)
    row = []
    for k in (1.0, 0.9):
        expected = formula_g(x, k)
        for axis, value in ((axis_n, expected[0]), (axis_x, expected[1]),
                            (axis_y, expected[1])):
            found = g_of(states[:, :2], moment(L_d, k, axis))
            assert abs(found - value) < 1e-4
        row += list(expected)
    label = "3/2" if np.argmin(formula_levels(x)) == 0 else "1/2"
    print(f"{x:6.1f}  {label} |        {row[0]:6.4f} {row[1]:6.4f} |"
          f"        {row[2]:6.4f} {row[3]:6.4f}")

# large positive distortion
far, k = 2000.0, 0.9
g_far = g_t2g(h_t2g(1.0, far), k)
assert abs((2 - g_far[0]) * far**2 / (2 + k) - 1) < 5e-3
assert abs((2 - g_far[1]) * far / (2 * k) - 1) < 5e-3

# ---------- can the x > 0 doublet imitate the observed pattern? ----------
g_target = 1.1
candidates = []
for k_try in np.linspace(0, 1, 21):
    x_try = brentq(lambda x: g_t2g(h_t2g(1.0, x), k_try)[0] - g_target,
                   1e-3, 200)
    candidates.append((g_t2g(h_t2g(1.0, x_try), k_try)[1], k_try, x_try))
best = min(candidates)
assert best[0] > 0.5
k_needed = 1 - g_target / 2
print(f"Rough observed g_par used as target: {g_target:.1f}")
print(f"x>0 branch at that g_par: smallest g_perp = {best[0]:.3f}"
      f" (k = {best[1]:.2f}, x = {best[2]:.3f})")
print(f"x<0 branch at that g_par: effective k = {k_needed:.2f}")

# ---------- worked static example ----------
zeta, D, k = 100.0, -200.0, 0.9
H0 = h_t2g(zeta, D)
levels = np.linalg.eigvalsh(H0)[::2]
g_static = g_t2g(H0, k)
assert max(g_static[1:]) < 1e-10
print(f"Model: zeta = {zeta:.0f} cm^-1, D = {D:.0f} cm^-1, k = {k:.1f}")
print("Static doublet energies: "
      + ", ".join(f"{e:.2f}" for e in levels) + " cm^-1")
print(f"Static excitation energies: {levels[1]-levels[0]:.2f},"
      f" {levels[2]-levels[0]:.2f} cm^-1")
print(f"Static g_par = {g_static[0]:.4f}, g_perp = {max(g_static[1:]):.1e}")

mu_b = physical_constants[
    "Bohr magneton in inverse meter per tesla"][0] / 100


def zeeman_gap(field, axis):
    e = np.linalg.eigvalsh(H0 + mu_b * field * moment(l_eff, -k, axis))
    return e[1] - e[0]


gap_1, gap_2 = zeeman_gap(1.0, axis_x), zeeman_gap(2.0, axis_x)
power = np.log2(gap_2 / gap_1)
assert abs(power - 3) < 0.05
print(f"Bohr magneton = {mu_b:.5f} cm^-1/T")
print(f"Splitting at 1 T, field along axis: {zeeman_gap(1., axis_n):.5f} cm^-1")
print(f"Splitting at 1 T, transverse field: {gap_1:.2e} cm^-1")
print(f"Power of field in transverse splitting: {power:.3f}")

# ---------- residual g_perp from strain ----------
eta = 1.0
strain_a = np.kron(l_x @ l_x - l_y @ l_y, one_spin)
strain_b = np.kron(l_n @ l_x + l_x @ l_n, one_spin)
g_strain = g_t2g(H0 + eta * strain_a, k)
g_other = g_t2g(H0 + eta * strain_b, k)
g_first_order = 4 * eta * abs(1 / zeta - (1 - k) / (2 * D))
assert np.allclose(g_strain[1:], g_first_order, rtol=0.03)
assert max(g_other[1:]) < 0.05 * g_first_order
print(f"Strain eta = {eta:.0f} cm^-1: g_x = {g_strain[1]:.5f},"
      f" g_y = {g_strain[2]:.5f}, formula {g_first_order:.5f}")
print(f"Other strain pattern, same eta: g_perp = {max(g_other[1:]):.1e}")

# ---------- mixing with the upper eg orbitals ----------
cubic = 20000.0
mixed = np.linalg.eigh(h_dshell(zeta, D, cubic, True))[1][:, :2]
g_mixed = [g_of(mixed, moment(L_d, k, a)) for a in (axis_n, axis_x, axis_y)]
assert max(g_mixed[1:]) < 1e-8
assert abs(g_mixed[0] - g_static[0]) < 0.1
print(f"Full d shell, cubic splitting {cubic:.0f} cm^-1:"
      f" g_par = {g_mixed[0]:.4f}, g_perp = {max(g_mixed[1:]):.1e}")


# ---------- dynamic Jahn-Teller coupling to a cubic e vibration ----------
def vibronic(zeta, D, k, quantum, e_jt, max_quanta):
    size = max_quanta + 1
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (a + a.T) / np.sqrt(2)
    number = np.arange(size)
    total = np.add.outer(number, number).ravel()
    keep = np.flatnonzero(total <= max_quanta)
    pick = np.ix_(keep, keep)
    q_theta = np.kron(q, np.eye(size))[pick]
    q_eps = np.kron(np.eye(size), q)[pick]
    one_vib = np.eye(len(keep))
    e_theta = np.kron(np.diag([0.5, 0.5, -1.0]), one_spin)
    e_eps = np.kron(np.diag([-1.0, 1.0, 0.0]) * np.sqrt(3) / 2, one_spin)
    strength = np.sqrt(2 * e_jt / quantum)
    H = (np.kron(h_t2g(zeta, D), one_vib)
         + quantum * np.kron(np.eye(6), np.diag(total[keep]))
         + quantum * strength * (np.kron(e_theta, q_theta)
                                 + np.kron(e_eps, q_eps)))
    energies, states = eigh(H, subset_by_index=[0, 5])
    g = [g_of(states[:, :2], np.kron(moment(l_eff, -k, ax), one_vib))
         for ax in (axis_n, axis_x, axis_y)]
    return g, energies[::2] - energies[0]


quantum = 200.0
# weak electronic terms: every electronic parameter is scaled by gamma
e_jt = 100.0
gamma = np.exp(-1.5 * e_jt / quantum)
g_weak, gaps_weak = vibronic(0.2, -0.4, k, quantum, e_jt, 12)
static_gaps = 0.2 * (formula_levels(-2.0) - formula_levels(-2.0)[0])
assert abs(g_weak[0] - 2 * (1 - k * gamma)) < 0.01
assert np.allclose(gaps_weak[1:], gamma * static_gaps[1:], rtol=0.02)
assert max(g_weak[1:]) < 1e-6
print(f"Weak-term check at E_JT = {e_jt:.0f} cm^-1: gamma = {gamma:.4f},"
      f" g_par = {g_weak[0]:.4f}, formula {2*(1-k*gamma):.4f}")

print(f"Vibronic model, vibration quantum {quantum:.0f} cm^-1, same zeta, D, k")
print("E_JT/cm^-1  gamma   g_par  first-order g_par  g_perp   gaps/cm^-1")
for e_jt in (0.0, 50.0, 100.0, 150.0, 200.0):
    g, gaps = vibronic(zeta, D, k, quantum, e_jt, 12)
    gamma = np.exp(-1.5 * e_jt / quantum)
    assert max(g[1:]) < 1e-7
    if e_jt == 0:
        assert abs(g[0] - g_static[0]) < 1e-8
    print(f"{e_jt:8.0f}   {gamma:6.4f}  {g[0]:6.4f}      {2*(1-k*gamma):6.4f}"
          f"         {max(g[1:]):.0e}   {gaps[1]:6.2f} {gaps[2]:7.2f}")
g_small, gaps_small = vibronic(zeta, D, k, quantum, e_jt, 9)
assert abs(g_small[0] - g[0]) < 1e-3
assert np.allclose(gaps_small, gaps, atol=0.05)
print(f"Change of last g_par from 9 to 12 quanta: {abs(g_small[0]-g[0]):.1e}")

print("checks complete")
```

It prints:

```
Ground doublet g values versus x = D/zeta (dimensionless)
     x  m_j | k=1.0: g_par g_perp | k=0.9: g_par g_perp
 -10.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -5.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -2.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -1.0  3/2 |        0.0000 0.0000 |        0.2000 0.0000
  -0.2  3/2 |        0.0000 0.0000 |        0.2000 0.0000
   0.2  1/2 |        0.3308 0.1762 |        0.3865 0.3029
   0.5  1/2 |        0.7321 0.4226 |        0.7743 0.5381
   1.0  1/2 |        1.1828 0.7575 |        1.2101 0.8545
   2.0  1/2 |        1.6112 1.1741 |        1.6241 1.2437
   5.0  1/2 |        1.9055 1.6163 |        1.9086 1.6515
  10.0  1/2 |        1.9732 1.8023 |        1.9740 1.8212
  20.0  1/2 |        1.9929 1.9003 |        1.9931 1.9100
Rough observed g_par used as target: 1.1
x>0 branch at that g_par: smallest g_perp = 0.690 (k = 1.00, x = 0.886)
x<0 branch at that g_par: effective k = 0.45
Model: zeta = 100 cm^-1, D = -200 cm^-1, k = 0.9
Static doublet energies: -250.00, -178.08, 28.08 cm^-1
Static excitation energies: 71.92, 278.08 cm^-1
Static g_par = 0.2000, g_perp = 3.1e-15
Bohr magneton = 0.46686 cm^-1/T
Splitting at 1 T, field along axis: 0.09337 cm^-1
Splitting at 1 T, transverse field: 9.13e-07 cm^-1
Power of field in transverse splitting: 2.999
Strain eta = 1 cm^-1: g_x = 0.04107, g_y = 0.04090, formula 0.04100
Other strain pattern, same eta: g_perp = 1.0e-03
Full d shell, cubic splitting 20000 cm^-1: g_par = 0.1603, g_perp = 3.8e-14
Weak-term check at E_JT = 100 cm^-1: gamma = 0.4724, g_par = 1.1485, formula 1.1497
Vibronic model, vibration quantum 200 cm^-1, same zeta, D, k
E_JT/cm^-1  gamma   g_par  first-order g_par  g_perp   gaps/cm^-1
       0   1.0000  0.2000      0.2000         6e-16    71.92  200.00
      50   0.6873  0.4545      0.7629         1e-15    53.51  139.26
     100   0.4724  0.7029      1.1497         8e-15    40.14  101.56
     150   0.3247  0.9386      1.4156         3e-15    29.79   74.45
     200   0.2231  1.1540      1.5984         2e-14    21.70   54.16
Change of last g_par from 9 to 12 quanta: 1.2e-06
checks complete
```
